\section*{Dispersion Energy of a Molecule with Its Cubic Images: Benzene}

\section{A row of molecules, then a cube}

Place identical neutral molecules on a long closed ring, a distance $L$ apart, and let only neighbours attract. If a pair at distance $R$ has the energy $-C_6/R^6$, with $C_6>0$, then $N$ molecules on the ring form $N$ neighbouring pairs. The energy per molecule is therefore $-C_6/L^6$. Each molecule has two neighbours, but each attraction belongs to two molecules, so half of it is assigned to each.

A molecule in a periodic cubic cell of side $L$ is in the same position. It has six nearest images, hence three nearest-neighbour pairs per cell, and
\begin{equation}
E_{\rm near}=-\frac12\,\frac{6C_6}{L^6}=-\frac{3C_6}{L^6}.
\label{near}
\end{equation}
This is already a usable estimate. For benzene the calculation described below gives $C_6=1.685\times10^{-76}\ \mathrm{J\,m^6}$. Setting $|E_{\rm near}|$ equal to $\varepsilon=1$ meV $=1.602\times10^{-22}$ J gives
\begin{equation}
L_{\rm near}=\left(\frac{3\times1.685\times10^{-76}}{1.602\times10^{-22}}\right)^{1/6}\mathrm{m}
=(3.16\times10^{-54})^{1/6}\,\mathrm{m}\approx1.21\ \mathrm{nm}.
\end{equation}
More distant images add attraction, so the box must be somewhat larger. The sixth root keeps the change small. What remains is to justify the pair law and the factor $\tfrac12$, to sum over all images, and to ask what a real benzene molecule adds.

\section{The pair energy}

Let the molecules have no permanent dipole and no overlap of their electron clouds, and let $R$ be large compared with their size. The leading coupling of their fluctuating dipoles $\boldsymbol\mu^A$ and $\boldsymbol\mu^B$ is then
\begin{equation}
V=-\frac{1}{4\pi\varepsilon_0}\,\boldsymbol\mu^A\!\cdot T\boldsymbol\mu^B,
\qquad T(\mathbf R)=\frac{3\mathbf n\mathbf n^{\rm T}-1}{R^3},
\quad \mathbf n=\frac{\mathbf R}{R}.
\end{equation}
The first-order energy vanishes because the mean dipoles vanish. For the same reason, only states with both molecules excited contribute at second order. Let $\boldsymbol\mu^m$ be the real transition dipole to a state at excitation energy $\hbar\omega_m$. Second-order perturbation theory gives
\begin{equation}
E_{AB}=-\frac{1}{(4\pi\varepsilon_0)^2}\sum_{m,n}
\frac{(\boldsymbol\mu^m\!\cdot T\boldsymbol\mu^n)^2}{\hbar(\omega_m+\omega_n)}.
\label{second}
\end{equation}

The denominator couples the two molecules. An integral separates them. For positive $a\neq b$, partial fractions give
\begin{align}
\int_0^\infty\!\frac{d\omega}{(a^2+\omega^2)(b^2+\omega^2)}
&=\frac{1}{b^2-a^2}\int_0^\infty\!\left[\frac{1}{a^2+\omega^2}-\frac{1}{b^2+\omega^2}\right]d\omega\nonumber\\
&=\frac{1}{b^2-a^2}\,\frac{\pi}{2}\left(\frac1a-\frac1b\right)
=\frac{\pi}{2ab(a+b)},
\label{integral}
\end{align}
and the case $a=b$ follows by continuity. Hence $1/(a+b)$ equals $2ab/\pi$ times this integral. The polarizability at imaginary frequency is
\begin{equation}
\alpha_{ij}(i\omega)=\frac{2}{\hbar}\sum_m\frac{\omega_m\mu^m_i\mu^m_j}{\omega_m^2+\omega^2}.
\end{equation}
Inserting the integral into (\ref{second}) produces one such sum for each molecule. Each sum equals $\hbar\alpha/2$, so the prefactor is $(2/\pi\hbar)(\hbar/2)^2=\hbar/2\pi$:
\begin{equation}
E_{AB}=-\frac{\hbar}{2\pi(4\pi\varepsilon_0)^2}\int_0^\infty
\mathrm{Tr}[\alpha T\alpha T]\,d\omega .
\label{tensor}
\end{equation}

If the response is isotropic, $\alpha$ is a number times the unit matrix. The eigenvalues of $T$ are $2/R^3$ along $\mathbf n$ and $-1/R^3$ twice across it, so $\mathrm{Tr}\,T^2=(4+1+1)/R^6=6/R^6$. Thus $E_{AB}=-C_6/R^6$ with
\begin{equation}
C_6=\frac{3\hbar}{\pi(4\pi\varepsilon_0)^2}\int_0^\infty\alpha(i\omega)^2\,d\omega .
\label{cp}
\end{equation}
This is the Casimir--Polder formula without retardation. For a single excitation frequency, $\alpha(i\omega)=\alpha_0\omega_0^2/(\omega_0^2+\omega^2)$. Equation (\ref{integral}) with $a=b=\omega_0$ gives $\int\alpha^2d\omega=\pi\alpha_0^2\omega_0/4$, and therefore
\begin{equation}
C_6=\frac{3}{4}\,\frac{\hbar\omega_0\alpha_0^2}{(4\pi\varepsilon_0)^2}.
\label{london}
\end{equation}

\section{Why pairs may be added, and where the half comes from}

A periodic array of isotropic oscillators shows both points without counting pairs by hand. Each cell carries a dipole $\mathbf p_{\mathbf R}$ with static polarizability $\alpha_0$ and frequency $\omega_0$. With $v=\alpha_0/(4\pi\varepsilon_0)$, which is a volume, the equation of motion is
\begin{equation}
\ddot{\mathbf p}_{\mathbf R}=-\omega_0^2\Big[\mathbf p_{\mathbf R}
-v\sum_{\mathbf R'\ne\mathbf R}T(\mathbf R-\mathbf R')\,\mathbf p_{\mathbf R'}\Big].
\end{equation}
A wave of wavevector $\mathbf q$ sees the matrix $T(\mathbf q)=\sum'_{\mathbf R}T(\mathbf R)e^{i\mathbf q\cdot\mathbf R}$, where the prime omits $\mathbf R=0$. If its eigenvalues are $t_s$, the mode frequencies are $\omega_0\sqrt{1-vt_s}$. For small $vt_s$, $\sqrt{1-x}=1-x/2-x^2/8-\dots$, so the change in zero-point energy per cell is
\begin{equation}
E=\frac{\hbar\omega_0}{2}\Big\langle-\frac v2\,\mathrm{Tr}\,T(\mathbf q)
-\frac{v^2}{8}\,\mathrm{Tr}\,T(\mathbf q)^2\Big\rangle_{\mathbf q}+O(v^3).
\end{equation}
The linear term vanishes because every $T(\mathbf R)$ is traceless. In the quadratic term, the average of $e^{i\mathbf q\cdot(\mathbf R+\mathbf R')}$ over wavevectors is one for $\mathbf R'=-\mathbf R$ and zero otherwise. Since $T(-\mathbf R)=T(\mathbf R)$,
\begin{equation}
E=-\frac{\hbar\omega_0v^2}{16}{\sum_{\mathbf R}}'\frac{6}{R^6}
=-\frac12\left(\frac34\hbar\omega_0v^2\right){\sum_{\mathbf R}}'\frac1{R^6}.
\end{equation}
The bracket is the $C_6$ of (\ref{london}). The factor $\tfrac12$ has come out of the zero-point energy itself, and pair additivity is seen to be the leading order in $v/L^3$.

A numerical test with $v/L^3=10^{-3}$ and couplings cut off at six cells along each axis gave 0.998 of the formula. The small deficit contains both the missing distant couplings and the higher orders, which were not separated. For benzene the mean static polarizability is $1.127\times10^{-39}\ \mathrm{C\,m^2/V}$, so $v=1.01\times10^{-29}\ \mathrm{m^3}$. In the box found below, $v/L^3\approx0.005$. The three-body correction relative to the pair energy is this ratio times a geometrical factor, which is not evaluated here.

\section{The sum over images}

Write $\mathbf R=L\mathbf m$ with $\mathbf m$ a triple of integers. Then
\begin{equation}
E=-\frac{S_6C_6}{2L^6},\qquad S_6={\sum_{\mathbf m}}'\frac1{|\mathbf m|^6}.
\label{main}
\end{equation}
The first shells have 6 images at distance 1, 12 at $\sqrt2$, 8 at $\sqrt3$ and 6 at 2:
\begin{equation}
6+\frac{12}{8}+\frac{8}{27}+\frac{6}{64}=7.890.
\end{equation}
Beyond a large radius $N$ there is one lattice point per unit volume, so the remainder is approximately
\begin{equation}
\int_N^\infty\frac{4\pi r^2}{r^6}\,dr=\frac{4\pi}{3N^3}.
\end{equation}
The sum converges absolutely, so the order of summation does not matter. Points out to $N=30$ plus this tail give $S_6=8.4019$.

A second route avoids the cutoff. Since $\int_0^\infty t^2e^{-st}dt=2/s^3$, setting $s=|\mathbf m|^2$ and summing gives
\begin{equation}
S_6=\frac12\int_0^\infty t^2\left[\theta(t)^3-1\right]dt,
\qquad \theta(t)=\sum_{k=-\infty}^{\infty}e^{-tk^2}.
\end{equation}
The cube arises because the exponential factorizes over the three integers, and the $-1$ removes $\mathbf m=0$. This integral also gives 8.4019. Hence
\begin{equation}
E\simeq-8.40\,\frac{C_6}{2L^6},\qquad
L=\left(\frac{S_6C_6}{2\varepsilon}\right)^{1/6}\quad\text{for }|E|=\varepsilon .
\label{box}
\end{equation}

\section{The box for benzene}

The molecule is taken as a planar regular hexagon with rounded bond lengths, 0.140 nm for CC and 0.109 nm for CH. Its polarizability comes from time-dependent Hartree--Fock response on a density-fitted Hartree--Fock ground state, with the aug-cc-pVDZ basis on carbon and cc-pVDZ on hydrogen. This omits correlation beyond that response, the rest of the basis set and molecular vibration.

The static polarizability is $1.317\times10^{-39}\ \mathrm{C\,m^2/V}$ in the plane and $0.747\times10^{-39}\ \mathrm{C\,m^2/V}$ along the normal. The in-plane value was tested against the dipole induced by a small applied field. One third of the trace of $\alpha(i\omega)$, inserted in (\ref{cp}), gives $C_6=1.685\times10^{-76}\ \mathrm{J\,m^6}$, or about 1760 hartree bohr$^6$. An explicit sum over pairs of excitations agrees with the frequency integral. These values are not converged with the basis to the digits shown: adding diffuse functions on hydrogen (aug-cc-pVDZ on all atoms) raises the in-plane polarizability by 0.3\%, the normal one by 1\% and $C_6$ by 0.6\%, to 1770 hartree bohr$^6$, which moves the box side found next by only 0.001 nm. Then
\begin{align}
L&=\left(\frac{8.402\times1.685\times10^{-76}}{2\times1.602\times10^{-22}}\right)^{1/6}\mathrm{m}\nonumber\\
&=(4.42\times10^{-54})^{1/6}\,\mathrm{m}=1.28\ \mathrm{nm},
\end{align}
or about 24.2 bohr.

The nearest-image estimate was 1.21 nm. It kept $6/8.40=71\%$ of the energy at fixed $L$, but $(6/8.40)^{1/6}=0.945$, so the box was only 5.5\% too small. The same root moderates errors in $C_6$: differentiating the logarithm of (\ref{box}) gives
\begin{equation}
\frac{\delta L}{L}=\frac16\,\frac{\delta C_6}{C_6}.
\end{equation}
A $C_6$ larger by 10\% moves the box to 1.30 nm. Conversely, reducing the energy tenfold needs a side larger by a factor of only $10^{1/6}=1.47$, namely 1.88 nm, although the cell volume then grows by $\sqrt{10}\approx3.2$.

\section{What the isotropic point molecule leaves out}

\subsection{Anisotropy}

All images have the same orientation, so orientation is not averaged away. Let $\mathbf u$ be the ring normal and write
\begin{equation}
\alpha=\bar\alpha+\Delta,\qquad
\Delta=\delta\left(\mathbf u\mathbf u^{\rm T}-\tfrac13\right),
\end{equation}
where $\delta$ is the normal minus the in-plane polarizability. In (\ref{tensor}),
\begin{equation}
\mathrm{Tr}[\alpha T\alpha T]=\bar\alpha^2\,\mathrm{Tr}\,T^2
+2\bar\alpha\,\mathrm{Tr}[\Delta T^2]+\mathrm{Tr}[\Delta T\Delta T].
\end{equation}
Cubic symmetry makes $\sum'T^2$ a multiple of the unit matrix. Its trace is $6S_6/L^6$, so it equals $2S_6/L^6$ times that matrix. Because $\Delta$ is traceless, the linear term vanishes in the lattice sum. Expanding the last term gives
\begin{align}
{\sum}'\mathrm{Tr}[\Delta T\Delta T]
&=\delta^2{\sum}'\Big[(\mathbf u\!\cdot\!T\mathbf u)^2
-\frac23\,\mathbf u\!\cdot\!T^2\mathbf u+\frac19\mathrm{Tr}\,T^2\Big]\nonumber\\
&=\frac{\delta^2}{L^6}\left[{\sum_{\mathbf m}}'\frac{(3\cos^2\gamma-1)^2}{|\mathbf m|^6}-\frac23S_6\right],
\end{align}
where $\gamma$ is the angle between $\mathbf u$ and $\mathbf m$, and $-\frac43+\frac69=-\frac23$.

With the normal along a cube edge, [001], the nearest shell alone contributes $2\times4+4\times1=12$ to the sum, more than $\frac23S_6=5.60$, so attraction increases. Along the body diagonal, [111], every nearest image has $\cos^2\gamma=\frac13$ and contributes nothing. The next three shells give 1.90. The others contribute at most $4\times(8.402-7.890)\approx2.05$, since $(3\cos^2\gamma-1)^2\le4$. The bracket is then negative. The full frequency integral gives energies 1.027 and 0.988 times the isotropic one, respectively. The sides change by less than 0.5\%.

\subsection{Finite extent}

Benzene is not small enough for its size to be ignored at the same level. As a rough model, place six equal sites on the carbon ring of radius $a=0.140$ nm, and give each pair of sites on different molecules the coefficient $C_6/36$. If $\mathbf d$ is the difference of two site positions, the separation is $\mathbf R+\mathbf d$. Terms odd in $\mathbf d$ cancel, because exchanging the sites reverses $\mathbf d$. Cubic symmetry reduces the quadratic term to
\begin{equation}
\frac{\langle d^2\rangle}{6}{\sum}'\nabla^2R^{-6}
=\frac{\langle d^2\rangle}{6}{\sum}'\frac{(-6)(-5)}{R^8}
=5\langle d^2\rangle\frac{S_8}{L^8},
\end{equation}
where $S_8=\sum'|\mathbf m|^{-8}=6.946$. The site positions average to zero, so $\langle d^2\rangle=2a^2$. The increase relative to the point-molecule energy is
\begin{equation}
\frac{10a^2S_8}{S_6L^2}
=10\left(\frac{0.140}{1.281}\right)^2\frac{6.946}{8.402}\approx0.099.
\end{equation}
With the ring normal along [001], the direct site sum gives 0.117; the difference comes from higher powers of $a/L$. At a box four times larger, the direct sum and the leading term were tested to agree within 5\% of the correction. Solving for 1 meV again with the site sum gives 1.30 nm. This shows the size of the effect in a simple model and is not a computed higher-multipole coefficient.

\subsection{Electrostatics of the quadrupole}

A neutral molecule without a dipole can still have a quadrupole moment. For benzene, with the $z$ axis along $\mathbf u$, define
\begin{equation}
\Theta=\frac12\int\rho(\mathbf r)(3z^2-r^2)\,d^3r .
\end{equation}
Expanding $1/|\mathbf r-h\mathbf u|$ in powers of $h$, once by Taylor's theorem and once in Legendre polynomials, gives
\begin{equation}
\partial_z^l\frac1r=(-1)^l\,l!\,\frac{P_l(\cos\gamma)}{r^{l+1}}.
\label{legendre}
\end{equation}
The potential of the quadrupole is therefore
\begin{equation}
\phi=\frac{\Theta}{4\pi\varepsilon_0}\frac{P_2(\cos\gamma)}{r^3}
=\frac{\Theta}{8\pi\varepsilon_0}\,\partial_z^2\frac1r .
\end{equation}
Represent a second, parallel quadrupole by charges $q,-2q,q$ at $z=d,0,-d$ about its centre. Then $\Theta=2qd^2$, and for small $d$ its energy is $qd^2\partial_z^2\phi=\frac12\Theta\,\partial_z^2\phi$. Equation (\ref{legendre}) with $l=4$ gives
\begin{equation}
E_{\Theta\Theta}=\frac{\Theta^2}{16\pi\varepsilon_0}\,\frac{24P_4(\cos\gamma)}{R^5}
=\frac{6\Theta^2P_4(\cos\gamma)}{4\pi\varepsilon_0R^5}.
\end{equation}
Assigning half of each pair energy to a cell,
\begin{equation}
E_Q=\frac{3\Theta^2Q}{4\pi\varepsilon_0L^5},\qquad
Q={\sum_{\mathbf m}}'\frac{P_4(\cos\gamma)}{|\mathbf m|^5}.
\end{equation}

The Hartree--Fock density gives $\Theta=-3.13\times10^{-39}\ \mathrm{C\,m^2}$. For the normal along [001], $Q=3.108$ and
\begin{equation}
E_Q=\frac{3(3.131\times10^{-39})^2(3.108)}{(1.113\times10^{-10})(1.281\times10^{-9})^5}\,\mathrm J
\approx2.4\times10^{-22}\,\mathrm J,
\end{equation}
which is $+1.5$ meV. For [111], $Q=-2.072$ and $E_Q=-1.0$ meV. These numbers rest on the Hartree--Fock moment, which enters squared. Diffuse functions on hydrogen change $\Theta$ only to $-3.14\times10^{-39}\ \mathrm{C\,m^2}$, but second-order M{\o}ller--Plesset correlation in that basis reduces it to about $-2.7\times10^{-39}\ \mathrm{C\,m^2}$, which gives $+1.1$ and $-0.8$ meV. The next electrostatic term, quadrupole with hexadecapole, adds about $-0.1$ meV in both orientations. The quadrupole energy is thus of the same size as the dispersion energy in this box. It can oppose or reinforce it, and it falls more slowly, as $L^{-5}$.

\section{How to read the result}

The 1.28 nm box makes the isotropic part of the leading dispersion energy 1 meV in magnitude per cell. It does not make the total image error 1 meV. With these two leading terms alone and the Hartree--Fock quadrupole, the energy per cell is about $+0.5$ meV for [001] and $-2.0$ meV for [111]; with the correlated quadrupole quoted above it is about $+0.1$ and $-1.7$ meV. The small value for [001] is a cancellation at this $L$, not evidence that both contributions have converged.

The dispersion term enters a supercell calculation in this form when the chosen method describes long-range dispersion and lets the images fluctuate independently. This is the case for a pairwise sum over images, or for correlation averaged over all wavevectors $\mathbf q$, as in the oscillator array above. Then $+S_6C_6/(2L^6)$ may be added to the computed energy to remove the isotropic part of the leading dispersion energy between images, with a $C_6$ consistent with that method. The anisotropic part is also of order $L^{-6}$ and is not removed; for benzene it is the change of one to three percent found above. The quadrupole energy, of order $L^{-5}$, remains and must be treated separately. A correlated calculation restricted to $\mathbf q=0$ is different: all images fluctuate in phase and only $T(\mathbf 0)$ enters. That sum depends on the order of summation. Taken over spherical shells it vanishes, because it is traceless and cubic symmetry makes it a multiple of the unit matrix. With a periodic Coulomb potential whose cell average is set to zero, it is instead $4\pi/(3L^3)$ times the unit matrix. The correction above does not apply in either case. The quadrupole energy is present even without dispersion, because it follows from the mean charge density.

The derivation also neglects the travel time of light between molecules. Equation (\ref{london}), applied to the computed $C_6$ and mean static polarizability, gives an effective excitation energy of 13.7 eV. The corresponding length $c/\omega_0$ is 14 nm, about eleven times the box side, so the unretarded law is appropriate for the near images that dominate the sum. In much smaller boxes the electron clouds overlap and the multipole expansion fails; for a polar molecule, dipole interactions of order $L^{-3}$ must be treated first. The values used here are collected in the numerical output.

\section*{Computed results}
\begin{verbatim}
Shell 1 contribution, 6 images: 6.0000
Shell 2 contribution, 12 images: 1.5000
Shell 3 contribution, 8 images: 0.2963
Shell 4 contribution, 6 images: 0.0938
Sum of first four shells: 7.8900
S6, explicit sum plus tail: 8.40192
S6, theta integral: 8.40192
S8: 6.9458
Oscillator array energy / formula: 0.99776
CC bond length: 0.140 nm
CH bond length: 0.109 nm
Number of basis functions: 168
Static alpha in plane: 1.3167e-39 C m^2/V
Same, from finite field: 1.3168e-39 C m^2/V
Static alpha along normal: 7.4718e-40 C m^2/V
Static alpha, mean: 1.1269e-39 C m^2/V
C6: 1.6851e-76 J m^6
C6 converted: 1760.1 hartree bohr^6
C6 from excitation sum: 1760.1 hartree bohr^6
Target dispersion energy: 1.000 meV
Box side L for target: 1.2810 nm
Box side L converted: 24.21 bohr
Energy from explicit images at L: -0.99998 meV
Box side for 0.1 meV: 1.8802 nm
Box side if C6 is 10% larger: 1.3015 nm
Tensor / isotropic energy, normal [001]: 1.0271
Tensor / isotropic energy, normal [111]: 0.9885
Site model / point energy at L: 1.1170
Leading extent correction at L: 0.0987
Box side for target in site model: 1.3040 nm
Quadrupole moment along normal: -3.1306e-39 C m^2
Quadrupole lattice sum, normal [001]: 3.1082
Quadrupole lattice sum, normal [111]: -2.0721
Quadrupole energy at L, normal [001]: 1.486 meV
Quadrupole energy at L, normal [111]: -0.991 meV
Effective excitation energy: 13.67 eV
Retardation length c/omega: 14.43 nm
\end{verbatim}
